**Current cumulants by recursion and by differentiation of the leading eigenvalue**

The program computes the cumulant rates \(c_n\) of the counted electron number from the Liouvillian \(L(\chi)\), where \(\chi\) is the counting field, using the group inverse \(R\) of \(L(0)\). The main example is a coherent double quantum dot with at most one electron at infinite bias. The program asserts that the recursive \(c_1\) to \(c_{16}\) agree, within a relative tolerance of \(10^{-8}\), with 160-digit central differences and with a contour integral of the leading eigenvalue. It also asserts the defining relations of \(R\), its time-integral form, the closed formula for the mean current and the characteristic equation. The first four cumulants are compared with those of an explicitly propagated electron-number distribution, and a single level with two-way counting is compared with its closed eigenvalue. The output shows a largest relative deviation of about \(10^{-12}\), at \(n=12\). It also shows that the unprojected Moore–Penrose inverse gives a wrong \(c_2\), and that ordinary double-precision differences at order eight reach a relative error no better than about 0.9% for the five steps tried.

## Check in Python

```python
"""
Result under test: the cumulant rates c_n of the number of counted electrons,
obtained recursively from
  c_n = sum_{m=1..n} C(n,m) <1| L_m |v_{n-m}>
  v_n = R sum_{m=1..n} C(n,m) (c_m - L_m) v_{n-m},   v_0 = stationary state,
equal the derivatives at chi = 0 of the leading eigenvalue of L(chi).
L(chi): Liouvillian with real counting field chi; L_m: its m-th derivative at 0;
<1|: trace functional; R: group (Drazin) inverse of L = L(0).
Example: coherent double dot, states 0, L, R, at most one electron, infinite
bias, electrons counted when leaving the right dot. Rates in 1/ns, hbar = 1.
"""
from math import comb, factorial
import numpy as np
import mpmath as mp
from scipy.linalg import expm
from scipy.integrate import quad_vec
from scipy.constants import e as charge


def stationary_state(liouvillian, trace):
    # The first row is redundant (trace conservation) and is replaced.
    system = liouvillian.copy()
    system[0] = trace
    rhs = np.zeros(len(trace), dtype=system.dtype)
    rhs[0] = 1
    return np.linalg.solve(system, rhs)


def recursive_cumulants(liouvillian, derivative, trace, n_max, projected=True):
    """derivative(m) returns the m-th chi derivative of L(chi) at chi = 0."""
    p = stationary_state(liouvillian, trace)
    q_proj = np.eye(len(p)) - np.outer(p, trace)
    inverse = np.linalg.pinv(liouvillian, rcond=1e-12)
    if projected:
        inverse = q_proj @ inverse @ q_proj
    vectors, c = [p], [0.0]
    for n in range(1, n_max + 1):
        c.append(sum(comb(n, m) * (trace @ derivative(m) @ vectors[n - m])
                     for m in range(1, n + 1)).real)
        source = sum(comb(n, m) * (c[m] * vectors[n - m]
                                   - derivative(m) @ vectors[n - m])
                     for m in range(1, n + 1))
        vectors.append(inverse @ source)
    return np.array(c), p, inverse


# ---------- double-dot Liouvillian from its Lindblad definition ----------
gamma_l, gamma_r, omega, eps = 2.0, 1.0, 0.5, 0.5
n_max = 16
one = np.eye(3)
ham = np.array([[0, 0, 0], [0, eps / 2, omega], [0, omega, -eps / 2]])
enter = np.zeros((3, 3))
enter[1, 0] = 1
leave = np.zeros((3, 3))
leave[0, 2] = 1
full = -1j * (np.kron(ham, one) - np.kron(one, ham.T))
for rate, op in ((gamma_l, enter), (gamma_r, leave)):
    number = op.T @ op
    full = full + rate * (np.kron(op, op) - 0.5 * np.kron(number, one)
                          - 0.5 * np.kron(one, number.T))
keep = [0, 4, 8, 5, 7]          # rho_00, rho_LL, rho_RR, rho_LR, rho_RL
drop = [1, 2, 3, 6]
assert np.abs(full[np.ix_(keep, drop)]).max() == 0
assert np.abs(full[np.ix_(drop, keep)]).max() == 0
L = full[np.ix_(keep, keep)]
J = (gamma_r * np.kron(leave, leave))[np.ix_(keep, keep)].astype(complex)
L_nojump = L - J
trace = np.array([1.0, 1.0, 1.0, 0.0, 0.0])

c, p, R = recursive_cumulants(L, lambda m: J, trace, n_max)
P = np.outer(p, trace)
Q = np.eye(5) - P
spectrum = np.linalg.eigvals(L)
gap = -np.sort(spectrum.real)[-2]

# ---------- the inverse: defining relations and time integral ----------
assert np.allclose(L @ R, Q, atol=1e-11) and np.allclose(R @ L, Q, atol=1e-11)
assert np.allclose(R, np.linalg.inv(L + P) - P, atol=1e-11)
integral = quad_vec(lambda t: expm(L * t) - P, 0, 80, epsabs=1e-10)[0]
inverse_error = np.abs(R + integral).max()
assert inverse_error < 1e-7
c_bare = recursive_cumulants(L, lambda m: J, trace, 2, projected=False)[0]
assert abs(c_bare[2] / c[2] - 1) > 1e-3

# ---------- mean current in closed form ----------
c1_formula = 1 / (1 / gamma_l + 2 / gamma_r
                  + (eps**2 + gamma_r**2 / 4) / (omega**2 * gamma_r))
assert abs(c[1] - c1_formula) < 1e-12

# ---------- characteristic equation q(lam) = exp(chi) s(lam) ----------
lam = np.poly1d([1.0, 0.0])
u = lam + gamma_r / 2
q = (lam + gamma_l) * (lam * (lam + gamma_r) * (u * u + eps**2)
                       + 4 * omega**2 * u * u)
s = 2 * gamma_l * gamma_r * omega**2 * u
for z in (0.3, 1.0, -0.7 + 0.4j):
    assert np.allclose(np.poly(L_nojump + z * J), (q - z * s).coeffs, atol=1e-11)
collisions = (q.deriv() * s - q * s.deriv()).roots
chi_star = np.log((q(collisions) / s(collisions)).astype(complex))
for x in chi_star:
    ev = np.linalg.eigvals(L_nojump + np.exp(x) * J)
    distance = np.abs(ev[:, None] - ev[None, :]) + 10 * np.eye(5)
    assert distance.min() < 1e-5     # double roots carry sqrt(rounding) errors
nearest = np.abs(chi_star).min()

# ---------- derivatives by a contour integral of the followed branch ----------
radius = 0.75 * nearest
n_points = 512


def follow(path, start):
    values = []
    for x in path:
        ev = np.linalg.eigvals(L_nojump + np.exp(x) * J)
        start = ev[np.argmin(np.abs(ev - start))]
        values.append(start)
    return np.array(values)


at_radius = follow(np.linspace(0, radius, 200), 0.0)[-1]
angles = 2 * np.pi * np.arange(n_points + 1) / n_points
circle = follow(radius * np.exp(1j * angles), at_radius)
assert abs(circle[-1] - circle[0]) < 1e-10
circle, angles = circle[:-1], angles[:-1]
c_contour = np.array([factorial(n) / radius**n
                      * np.mean(circle * np.exp(-1j * n * angles)).real
                      for n in range(n_max + 1)])

# ---------- derivatives by central differences with many digits ----------
mp.mp.dps = 160
step = mp.mpf(10)**(-8)
mp_nojump, mp_jump = mp.matrix(L_nojump.tolist()), mp.matrix(J.tolist())


def leading_mp(x):
    ev = mp.eig(mp_nojump + mp.exp(x) * mp_jump, left=False, right=False)
    return max((mp.re(value) for value in ev))


grid = {j: leading_mp(j * step / 2) for j in range(-n_max, n_max + 1)}
c_diff = np.array([float(sum((-1)**k * comb(n, k) * grid[n - 2 * k]
                             for k in range(n + 1)) / step**n)
                   for n in range(n_max + 1)])
mp.mp.dps = 50

err_diff = np.abs(c_diff[1:] / c[1:] - 1)
err_contour = np.abs(c_contour[1:] / c[1:] - 1)
assert err_diff.max() < 1e-8 and err_contour.max() < 1e-8
largest = np.abs(circle).max()
for n in range(1, n_max + 1):
    assert abs(c[n]) <= factorial(n) * largest / radius**n

# ---------- ordinary differences in double precision, order eight ----------
steps = (0.2, 0.1, 0.05, 0.02, 0.01)
double_errors = []
for h in steps:
    total = sum((-1)**k * comb(8, k) * np.linalg.eigvals(
        L_nojump + np.exp((4 - k) * h) * J).real.max() for k in range(9))
    double_errors.append(abs(total / h**8 / c[8] - 1))
assert min(double_errors) > 100 * err_contour[7]
assert double_errors[-1] > min(double_errors)

# ---------- cumulants of the explicitly propagated electron number ----------
n_states, interval = 61, 40.0
generator = (np.kron(np.eye(n_states), L_nojump)
             + np.kron(np.eye(n_states, k=-1), J))
propagator = expm(generator * interval)
state = np.zeros(5 * n_states, dtype=complex)
state[:5] = p
counts = np.arange(n_states)
history = []
for _ in range(2):
    state = propagator @ state
    prob = (state.reshape(n_states, 5) @ trace).real
    assert abs(prob.sum() - 1) < 1e-9
    mean = prob @ counts
    mu2, mu3, mu4 = [prob @ (counts - mean)**k for k in (2, 3, 4)]
    history.append(np.array([mean, mu2, mu3, mu4 - 3 * mu2**2]))
c_counted = (history[1] - history[0]) / interval
# Fourth moments amplify rounding errors in the far tail of the distribution.
assert np.allclose(c_counted, c[1:5], rtol=0, atol=1e-6)

# ---------- bidirectional counting: single level, closed eigenvalue ----------
gl, gr, fl, fr = 1.0, 0.5, 0.8, 0.3
rate_in, rate_out = gl * fl + gr * fr, gl * (1 - fl) + gr * (1 - fr)
L_dot = np.array([[-rate_in, rate_out], [rate_in, -rate_out]])
J_plus = np.array([[0, gr * (1 - fr)], [0, 0]])
J_minus = np.array([[0, 0], [gr * fr, 0]])
c_dot = recursive_cumulants(L_dot, lambda m: J_plus + (-1)**m * J_minus,
                            np.ones(2), 8)[0]


def closed_eigenvalue(x):
    filling = gl * fl + gr * fr * mp.exp(-x)
    emptying = gl * (1 - fl) + gr * (1 - fr) * mp.exp(x)
    return (-(rate_in + rate_out) / 2
            + mp.sqrt(mp.mpf(rate_in - rate_out)**2 / 4 + filling * emptying))


dot_reference = np.array([float(mp.diff(closed_eigenvalue, 0, n))
                          for n in range(1, 9)])
dot_error = np.abs(c_dot[1:] - dot_reference).max()
assert dot_error < 1e-9

# ---------- printed numbers ----------
print(f"Gamma_L, Gamma_R = {gamma_l}, {gamma_r} 1/ns")
print(f"Omega, epsilon (over hbar) = {omega}, {eps} 1/ns")
print("stationary p_0, p_L, p_R = " + ", ".join(f"{x:.6f}" for x in p[:3].real))
print(f"stationary rho_LR = {p[3].real:.6f} {p[3].imag:+.6f} i")
print(f"spectral gap = {gap:.6f} 1/ns")
print(f"max |R + time integral| = {inverse_error:.1e} ns")
for lam_c, x in zip(collisions, chi_star):
    print(f"collision: chi = {x.real:.4f} {x.imag:+.4f} i, "
          f"lambda = {lam_c.real:.4f} {lam_c.imag:+.4f} i 1/ns")
print(f"smallest |chi| of a collision = {nearest:.5f}")
print(f"contour radius = {radius:.5f}, points = {n_points}")
print(f"largest |lambda| on contour = {largest:.5f} 1/ns")
print(f"many-digit difference step = {float(step):.0e}, digits = 160")
print("n, c_n (1/ns), rel. deviation: differences, contour")
for n in range(1, n_max + 1):
    print(f"{n:2d}  {c[n]: .10e}  {err_diff[n-1]:.1e}  {err_contour[n-1]:.1e}")
print(f"Fano factor c_2/c_1 = {c[2] / c[1]:.6f}")
print(f"c_2 with bare Moore-Penrose inverse = {c_bare[2]:.6f} 1/ns")
print(f"mean current = {charge * c[1] * 1e9 * 1e12:.4f} pA")
print(f"noise 2 e^2 c_2 = {2 * charge**2 * c[2] * 1e9:.4e} A^2/Hz")
for h, err in zip(steps, double_errors):
    print(f"double-precision difference, n = 8, h = {h}: rel. error {err:.1e}")
print(f"counting times = {interval:.0f} and {2 * interval:.0f} ns")
print("c_1..c_4 from counted distribution (1/ns) = "
      + ", ".join(f"{x:.7f}" for x in c_counted))
print(f"single level: Gamma_L, Gamma_R = {gl}, {gr} 1/ns; f_L, f_R = {fl}, {fr}")
print("single level c_1..c_4 (1/ns) = "
      + ", ".join(f"{x:.7f}" for x in c_dot[1:5]))
print(f"single level max deviation to n = 8: {dot_error:.1e} 1/ns")
print("tests ok")
```

Printed output:

```
Gamma_L, Gamma_R = 2.0, 1.0 1/ns
Omega, epsilon (over hbar) = 0.5, 0.5 1/ns
stationary p_0, p_L, p_R = 0.111111, 0.666667, 0.222222
stationary rho_LR = 0.222222 +0.222222 i
spectral gap = 0.579692 1/ns
max |R + time integral| = 2.8e-14 ns
collision: chi = -0.0309 -3.1416 i, lambda = -1.5176 +0.0000 i 1/ns
collision: chi = -0.2632 +1.9281 i, lambda = -0.6067 +0.5793 i 1/ns
collision: chi = -0.2632 -1.9281 i, lambda = -0.6067 -0.5793 i 1/ns
collision: chi = -0.2898 +1.7462 i, lambda = -0.4470 +0.2521 i 1/ns
collision: chi = -0.2898 -1.7462 i, lambda = -0.4470 -0.2521 i 1/ns
smallest |chi| of a collision = 1.77006
contour radius = 1.32754, points = 512
largest |lambda| on contour = 0.40288 1/ns
many-digit difference step = 1e-08, digits = 160
n, c_n (1/ns), rel. deviation: differences, contour
 1   2.2222222222e-01  0.0e+00  5.6e-16
 2   1.3443072702e-01  2.2e-16  1.7e-15
 3  -1.0262663212e-02  7.4e-15  2.3e-14
 4  -9.7472093171e-02  5.6e-16  6.7e-16
 5   1.4213187883e-01  3.1e-15  2.0e-15
 6   4.4266980246e-01  6.7e-16  4.0e-15
 7  -1.5238417458e+00  4.2e-15  1.7e-14
 8  -3.6352295675e+00  4.4e-16  1.3e-14
 9   2.8164766629e+01  5.2e-15  2.8e-15
10   3.6887377231e+01  3.6e-15  1.1e-13
11  -7.8091183738e+02  6.6e-15  6.8e-14
12   1.4409260454e+02  1.2e-13  1.3e-12
13   2.9619132564e+04  7.7e-15  1.7e-14
14  -6.7240101415e+04  2.2e-14  8.5e-13
15  -1.4278053150e+06  8.1e-15  3.0e-13
16   7.6118276333e+06  2.0e-14  9.8e-15
Fano factor c_2/c_1 = 0.604938
c_2 with bare Moore-Penrose inverse = 0.173706 1/ns
mean current = 35.6039 pA
noise 2 e^2 c_2 = 6.9016e-30 A^2/Hz
double-precision difference, n = 8, h = 0.2: rel. error 1.3e-01
double-precision difference, n = 8, h = 0.1: rel. error 3.4e-02
double-precision difference, n = 8, h = 0.05: rel. error 8.6e-03
double-precision difference, n = 8, h = 0.02: rel. error 1.5e-02
double-precision difference, n = 8, h = 0.01: rel. error 3.8e-01
counting times = 40 and 80 ns
c_1..c_4 from counted distribution (1/ns) = 0.2222222, 0.1344307, -0.0102627, -0.0974721
single level: Gamma_L, Gamma_R = 1.0, 0.5 1/ns; f_L, f_R = 0.8, 0.3
single level c_1..c_4 (1/ns) = 0.1666667, 0.1696296, 0.0535802, 0.0439429
single level max deviation to n = 8: 1.9e-16 1/ns
tests ok
```
